Fixed-Matrix Curvature and Nested Newton Iteration in Constrained Density Functional Theory

**The situation**

In an undisturbed nitrogen molecule each atom carries seven electrons, by symmetry. Suppose we want the lowest energy the molecule can have when one atom carries 7.2 electrons and the other 6.8. Such states with a prescribed charge distribution serve as models of the initial and final states of electron transfer. An ordinary self-consistent calculation will not stay in one, because the charge flows back. An additional potential on one atom can hold it, but the required strength is unknown, and it changes whenever the Kohn-Sham matrix changes.

The scheme below finds that strength anew in every self-consistent iteration, so every density produced on the way has the required charge. It relies on one fact: while the Kohn-Sham matrix is held fixed, the derivative of the charge with respect to the potential strength is a simple sum over orbitals.

**Definitions**

We take a closed shell with n doubly occupied real orbitals in a basis of M real functions χ_μ with overlap matrix S. The orbital coefficient vectors C_p satisfy C_pᵀSC_q = δ_pq. The density matrix is

P = 2 Σ_i C_i C_iᵀ

where i, j denote occupied orbitals, a empty ones, and p, q any. A weight function w(r), between 0 and 1, marks the region. Its matrix and the region's population are

w_μν = ∫ χ_μ(r) w(r) χ_ν(r) dr,  N = Tr Pw.

The required population is N_c. With E[P] the Kohn-Sham energy and V a multiplier in hartree, define

W(V) = min over P of { E[P] + V (Tr Pw − N_c) }.

A positive V repels electrons from the region; a negative V attracts them.

For any P_c that satisfies the constraint the term in V vanishes, so W(V) ≤ E[P_c] for every V. If at some V the minimizing P itself satisfies the constraint, then W(V) = E[P]. That P therefore has the lowest constrained energy, and W is at its maximum. The task is a minimum in P and a maximum in V.

The Kohn-Sham matrix F is defined by dE = Tr F dP. The minimizing orbitals then obey

(F[P] + Vw) C_p = ε_p S C_p.

**Freezing the matrix**

Within one iteration F is a given matrix. Replacing E[P] by its linear part Tr PF, and dropping constants, gives

W_F(V) = min over P of Tr P(F + Vw) − V N_c.

Expanded in the eigenvectors of F + Vw, the trace is Σ_p q_p ε_p, with 0 ≤ q_p ≤ 2 and Σ_p q_p = 2n. It is smallest when the n lowest levels are filled:

W_F(V) = 2 Σ_i ε_i(V) − V N_c.

For each P the expression being minimized is linear in V. A minimum over linear functions is concave, so W_F is concave for all V, even where levels cross. The same argument applies to W.

**First and second derivative**

Let H = F + Vw, and let a prime denote d/dV at fixed F, so that H′ = w. Write the orbital change as C_i′ = Σ_p C_p a_pi. Differentiating (H − ε_i S)C_i = 0 gives

(w − ε_i′ S) C_i + (H − ε_i S) C_i′ = 0.

Multiply from the left by C_pᵀ and write w_pi = C_pᵀ w C_i:

w_pi − ε_i′ δ_pi + (ε_p − ε_i) a_pi = 0.

For p = i this gives ε_i′ = w_ii. For p ≠ i it gives

a_pi = w_pi / (ε_i − ε_p).

Differentiating the normalization C_iᵀSC_i = 1 gives 2a_ii = 0. The first derivative of W_F is therefore

W_F′ = 2 Σ_i w_ii − N_c = N(V) − N_c.

The constraint is satisfied where W_F is stationary. Since N_c is constant, W_F″ = N′. Both factors C_i in w_ii = C_iᵀwC_i vary, and w is symmetric, so

N′ = 2 Σ_i 2 C_iᵀ w C_i′ = 4 Σ_i Σ_{p≠i} w_ip² / (ε_i − ε_p).

When p is another occupied orbital j, the pair (i, j) contributes w_ij²/(ε_i − ε_j) and the pair (j, i) contributes the opposite. These terms cancel, which leaves

W_F″ = 4 Σ_i Σ_a w_ia² / (ε_i − ε_a).

One factor 2 is the spin occupation, the other comes from the two varying orbital factors. In a spin-unrestricted calculation each spin channel contributes 2 Σ_i Σ_a w_ia²/(ε_i − ε_a) with its own orbitals.

Degenerate occupied levels do no harm. Within a degenerate set one may choose orbitals for which w is diagonal, so the singular terms are absent. The final sum does not depend on that choice: the set shares one ε_i, and Σ_i w_ia² over the set is unchanged by a rotation. A vanishing gap between occupied and empty levels, by contrast, invalidates the formula.

Every denominator is negative, so W_F″ ≤ 0: a more repulsive potential never raises the population. The orbitals and energies are those of F + Vw at the current V, not those of F. For N₂ at V = −0.1 hartree, with F from the free molecule, the sum gives −4.34187 electrons/hartree, and so does a finite difference of eigenvalue sums.

**Which targets can be reached**

Let P_min be the density matrix with the smallest possible population N_min, obtained by doubly filling the n lowest eigenvectors of w in the metric S. For V > 0 the minimizing P satisfies

Tr PF + VN ≤ Tr P_min F + V N_min,

so that

0 ≤ N − N_min ≤ Tr F(P_min − P) / V.

In a finite basis the numerator is bounded, hence N → N_min as V → ∞. In the same way N tends to N_max, from the n highest eigenvectors, as V → −∞. If the gap stays open for all V, N is continuous and takes every value in between.

If all w_ia vanish at some V, the occupied space is invariant under both H and w, hence also under F. It then stays the same for other V until a level crossing occurs. So while the gap is open, N either falls strictly or is constant, and a root on a falling stretch is unique.

A true crossing of an occupied and an empty level makes N jump. Take one doubly filled orbital, F = diag(0, 0.9) hartree and w = diag(1, 0). The levels are V and 0.9, so N = 2 for V < 0.9 and N = 0 for V > 0.9. No V other than 0.9 gives one electron. At V = 0.9 the two levels are degenerate, and doubly filling the mixed orbital (cos θ, sin θ) gives N = 2cos²θ, which equals one at θ = 45°. But V does not fix θ, and a diagonalization does not select it. W_F has a kink at its maximum, and no search in V alone can find this state. The inner loop must recognize this case and report it.

**Why plain Newton is not enough**

Newton's method for W_F′ = 0 is

V_new = V − (N − N_c) / W_F″.

Its weakness shows in two sites coupled by t > 0, with one doubly filled orbital and the weight on the first site. Put V = 2tx and subtract the constant V/2 from the diagonal:

H − V/2 = t [[x, 1], [1, −x]].

The eigenvalues are ±ts with s = √(1 + x²). In the lower state the difference of the two site probabilities is −x/s, so the first site has probability (1 − x/s)/2. Two electrons give

N = 1 − x/s,  dN/dx = −1/s³.

For the target N_c = 1 the Newton step is

x_new = x − (−x/s)/(−1/s³) = x − x(1 + x²) = −x³.

From x = 0.5 the next value is −0.125, and convergence is fast. From x = 2 it is −8, and the iteration diverges. The population changes over a range of V of order 2t. Outside that range the curve is nearly flat and its tangent points far past the root. Weakly coupled fragments, for which t is small, are therefore the dangerous case.

**The inner loop**

Because N never increases with V, the sign of the miss N − N_c tells on which side the root lies. This supplies a bracket at no extra cost.

```
solve_multiplier(F, w, S, n, N_c, V):
  low = −∞; high = +∞; last = ∞; reach = 0.5
  repeat:
    diagonalize F + V w in the metric S
    fill the n lowest levels; compute N and W_F″
    miss = N − N_c
    if |miss| < tolerance: return V and orbitals
    if miss > 0: low = V   else: high = V
    if high − low < smallest width: report a jump
    newton = V − miss / W_F″   (infinite if W_F″ ≈ 0)
    halved = (|miss| ≤ last / 2)
    if low and high are both finite:
      if halved and low < newton < high: V = newton
      else: V = (low + high) / 2
    else if halved and |newton − V| ≤ reach: V = newton
    else: V = V + sign(miss) · reach; reach = 2 · reach
    last = |miss|
```

Suppose that N is continuous and the target lies strictly between N_min and N_max. Before a bracket exists, all steps go toward the root. If infinitely many of them are reach steps, their growing length must carry V past the root, which creates a bracket. Otherwise all later steps are Newton steps, each accepted only after the miss has at least halved, so the miss tends to zero. The same alternative holds inside a bracket: either infinitely many bisections shrink it onto the root, or the miss keeps halving. The search therefore converges in exact arithmetic. In the two-level model with t = 0.05 hartree, started from x = 2, it takes 7 diagonalizations; for t between 0.001 and 1 hartree the count lies between 6 and 8.

The argument uses the condition on halving as well as the bracket. A Newton step that lands inside the bracket narrows it, but by no guaranteed fraction, so the bracket test alone does not prove convergence.

**The outer loop**

Let F̃ be the matrix used in the inner loop, usually an extrapolation from earlier iterations. The inner loop returns V and P, and from P we build a new matrix F[P]. Self-consistency requires that the occupied space of P be invariant under F[P] + Vw. The deviation is measured by

R = (F[P] + Vw) P S − S P (F[P] + Vw).

For an occupied i and an empty a we have PSC_i = 2C_i and C_aᵀSP = 0, so

C_aᵀ R C_i = 2 C_aᵀ (F[P] + Vw) C_i.

Hence R = 0 means that no coupling between occupied and empty orbitals remains.

The orbitals came from F̃ + Vw, so

(F̃ + Vw) P S = 2 Σ_i ε_i S C_i C_iᵀ S.

This matrix is symmetric and equals its transpose S P (F̃ + Vw). Subtracting the vanishing difference of the two from R removes V:

R = (F[P] − F̃) P S − S P (F[P] − F̃).

The error thus measures only the inconsistency of the Kohn-Sham matrix. No separate convergence condition on V is needed, and standard commutator extrapolation (DIIS) can be used unchanged. It stores the matrices F_k = F[P_k], without the term Vw, together with their errors R_k in an orthonormal basis. It then chooses coefficients c_k with Σ_k c_k = 1 that minimize |Σ_k c_k R_k|². With B_kl = Tr R_kᵀR_l and a multiplier λ for the sum condition, the equations are

Σ_l B_kl c_l = λ,  Σ_l c_l = 1.

```
V = 0; F̃ = F[P] from the unconstrained density
repeat:
  V, orbitals = solve_multiplier(F̃, w, S, n, N_c, V)
  P = 2 Σ_i C_i C_iᵀ
  build F[P] and E[P]
  R = (F[P] + V w) P S − transpose
  if the largest element of R is small: stop
  store F[P] and R
  F̃ = Σ_k c_k F_k
```

V is carried over as a starting value, but the bracket is not: it belonged to the previous F̃.

**Cost**

The matrix w is computed once. Each inner step needs one diagonalization, of order M³, and the products that form w_ia, of order nM². No integrals are recomputed and no density is evaluated on the grid. The expensive construction of F[P] happens once per outer iteration, as in an unconstrained calculation.

**Worked example: N₂ with 7.2 electrons on one atom**

The bond length is set to 2.1 bohr and the level is restricted PBE/6-31G*, with M = 28 and n = 7. The weight is Becke's smooth cell function for atoms of equal size. With r₁ and r₂ the distances to the two nuclei and R₁₂ the bond length, let m = (r₁ − r₂)/R₁₂, replace m three times by (3m − m³)/2, and set w = (1 − m)/2.

The free molecule has E = −109.401802 hartree and 7.00000 electrons on the first atom. In this basis N_min = 0.1956 and N_max = 13.8044. With F frozen at the free molecule and the lowest seven levels filled, not every value between these limits can be reached. Levels of different symmetry cross in this linear molecule: σ and π at |V| ≈ 16.2 hartree, where N jumps from 11.85 to 13.67 (and from 2.15 to 0.33 for positive V), and π and δ at |V| ≈ 34 hartree. Past each crossing a degenerate pair is half filled, so the gap is closed. The target 7.2 is close to the free value and far from these jumps.

The first inner loop starts at V = 0 with a miss of −0.2 and a curvature of −4.6835 electrons/hartree:

V = 0 − (−0.2)/(−4.6835) = −0.04270 hartree.

The miss there is −9.44 × 10⁻⁴ and the curvature −4.6175, so the next correction is −0.00020 and V = −0.04291 hartree. The miss is then −6 × 10⁻⁸, and after one more step it is at rounding level.

This V is right for the frozen matrix only. Once F responds to the shifted charge, V has to change:

```
outer   V (hartree)   diagonalizations   E (hartree)
  1      −0.04291            4           −109.383319
  2      −0.18491            5           −109.385424
  3      −0.15721            4           −109.385857
  4      −0.15915            3           −109.385867
  8      −0.15949            2           −109.385867
```

Eight outer iterations use 25 diagonalizations in all. In each of them the population agrees with 7.2 to better than 10⁻¹¹. All the energies therefore belong to densities that satisfy the constraint, and they approach the final value from above.

The result is V = −0.15949 hartree (−4.340 eV). The negative sign means attraction, as it must for a population above seven. The energy cost is

−109.385867 + 109.401802 = 0.015935 hartree (0.434 eV).

An ordinary self-consistent calculation with the fixed potential Vw, and no constraint imposed, returns 7.2000000 electrons. These numbers describe a constrained state within PBE and this small basis. A finer integration grid changes the total energy by 10⁻⁶ hartree and leaves V and the cost unchanged, but the basis shifts both by 2 to 4 %: cc-pVTZ gives V = −0.1563 hartree and a cost of 0.01561 hartree (0.425 eV), 6-311+G* gives −0.1536 and 0.01535 hartree (0.418 eV), and N_min drops to about 0.02 to 0.03. The numbers also depend on how the molecule is divided into cells, and they are not an excitation energy.

**Frozen and self-consistent curvature**

The final V is 3.7 times the V of the first inner loop. The reason is that N depends on V both directly and through F:

dN/dV = W_F″ + (change of N through dF/dV at fixed V).

At the solution, finite differences between self-consistent calculations at neighbouring V give −1.2494 electrons/hartree for the left side. The sum over states gives −4.6102, and the part through F, evaluated separately, is +3.3607. The two parts add up to −1.2495, in agreement within the accuracy of the differences. The response of F thus cancels almost three quarters of the frozen response. This is screening: electrons drawn to the atom repel further ones. F contains both the Hartree and the exchange-correlation potential, and the calculation does not separate their shares.

The self-consistent curvature predicts V ≈ −0.2/1.2494 = −0.160 hartree, close to the final value, while the frozen one predicts −0.043. It also gives the shape of W near its maximum. For a displacement of 0.005 hartree,

½ × (−1.2494) × 0.005² = −1.56 × 10⁻⁵ hartree,

which is the computed drop of W on both sides.

This has a practical consequence. W_F″ is the correct Newton derivative inside the loop at fixed F. Suppose it is used instead to update V between fully converged calculations. Near the solution, a small error e in V produces a miss of −1.2494 e, and the update leaves

e_new = e − (1.2494/4.6102) e = 0.73 e.

Convergence is then linear and slow. A search of that kind needs the self-consistent derivative or a secant estimate of it.

The multiplier also has a direct physical meaning. At the solution, E + V(N − N_c) is stationary in both P and V, so when N_c changes, only its explicit appearance contributes to first order:

dE/dN_c = −V.

Constrained energies at targets 7.18 and 7.22 give a slope of 0.159496 hartree, against −V = 0.159493. Since V is nearly proportional to the shifted charge, the cost should be about ½ × 0.2 × 0.1595 = 0.01595 hartree, as found.

**Stability and failure modes**

*A jump in N.* If the bracket closes while the miss stays finite, the target lies inside a jump for this F̃. Accepting the nearest V would break the constraint without warning. If the failure occurs in an early outer iteration, it may be due to a poor F̃, and a better starting density is worth trying. If it persists from different starting densities, the target is probably out of reach when the n lowest levels are filled and V is the only variable. The crossing levels would have to be mixed, or fractionally occupied, which this scheme does not do.

*A very narrow avoided crossing.* In the two-level model the steepest slope of N is −1/(2t). For tiny t, a bracket of 10⁻¹² hartree can still contain a miss larger than the tolerance, and the code will report a jump although N is continuous. The smallest width times the largest expected slope should stay below the tolerance on N.

*A small gap.* Replacing w by a change δF in the orbital response gives a_ai = δF_ai/(ε_i − ε_a). The denominators that make N sensitive to V also make P sensitive to errors in F̃. The inner loop can then succeed every time while the outer loop oscillates. Tightening the inner tolerance does not cure this. What can help is DIIS or a limit on the change of F̃ per iteration.

*A loose inner tolerance.* At fixed F̃, a remaining miss δ leaves an error of about |δ/W_F″| in V. In the self-consistent result the error is about |δ/(dN/dV)|, which is 3.7 times larger in the N₂ example. As Newton's method converges quadratically near the root, a tight tolerance usually costs only one or two more diagonalizations.

*Wrong filling.* R = 0 shows that the occupied space is invariant, not that it holds the lowest levels of F[P] + Vw. One final diagonalization of that matrix settles the question.

The numerical check printed below covers the derivative formulas, the safeguarded search and the molecular results.

Computed results

```
Generic 6x6 test: curvature, sum over states = -0.356658
Generic 6x6 test: curvature, finite difference = -0.356658
Two-level model, t = 0.05 hartree: x = 0.5 -> Newton x = -0.1250
Two-level model, t = 0.05 hartree: x = 2.0 -> Newton x = -8.0000
Safeguarded search from x = 2: 7 diagonalizations
N2: bond = 2.1 bohr, basis functions = 28, target = 7.2
Free population of first atom = 7.00000 electrons
Free energy = -109.401802 hartree
Limits of the population = 0.1956 to 13.8044 electrons
N2, free F, V = -0.1: sum over states = -4.34187 electrons/hartree
N2, free F, V = -0.1: finite difference = -4.34187 electrons/hartree
First inner loop: V (hartree), N - target, curvature
  0.00000000  -2.00e-01  -4.68350
  -0.04270306  -9.44e-04  -4.61750
  -0.04290759  -6.39e-08  -4.61688
  -0.04290760  4.44e-15  -4.61688
Outer: V (hartree), diagonalizations, |N - target|, commutator, E (hartree)
  1: -0.0429076  4  5e-15  1.1e-01  -109.3833191
  2: -0.1849071  5  4e-15  2.8e-02  -109.3854235
  3: -0.1572134  4  6e-15  2.6e-03  -109.3858571
  4: -0.1591465  3  3e-12  5.1e-04  -109.3858665
  5: -0.1594926  3  4e-15  6.3e-06  -109.3858672
  6: -0.1594929  2  1e-13  6.4e-07  -109.3858672
  7: -0.1594927  2  9e-14  1.1e-07  -109.3858672
  8: -0.1594926  2  2e-15  3.6e-09  -109.3858672
Final V = -0.159493 hartree = -4.3400 eV
Constrained energy = -109.385867 hartree
Energy cost = 0.015935 hartree = 0.4336 eV
Ordinary SCF at final V: population = 7.2000000 electrons
W(V-0.005) - W(V) = -1.562e-05 hartree
W(V+0.005) - W(V) = -1.562e-05 hartree
Curvature at fixed F = -4.6102 electrons/hartree
Part through change of F = 3.3607 electrons/hartree
Self-consistent curvature = -1.2494 electrons/hartree
dE/dN_c by differences = 0.159496 hartree, -V = 0.159493 hartree
```
